# Temperature Rise of a Heated Line on a Dielectric Film

## Problem

A long, straight metal line of width $w=500$ nm lies on a dielectric film of thickness $t=500$ nm and thermal conductivity $\kappa=0.3$ W/(m K). The current in the line dissipates a power $P'=1$ W per metre of its length. The base of the film is held at a fixed temperature $T_0$.

(a) Neglect the sideways spreading of heat, so that all of it flows straight down through the dielectric beneath the line. Find the steady temperature profile in the dielectric, and the rise $\Delta T$ of the line above $T_0$.

(b) Show that, if the heat is allowed to spread, the line becomes cooler than the result of (a) says.

(c) How large is the error made in (a) for a single line on a wide film, and for which line widths is it small?

(d) Many identical lines, all dissipating the same $P'$, now lie side by side in a long row with a repeat distance $p>w$. Between which two values must the temperature rise of a line far from the ends of the row lie?

**Assumptions.** The state is steady. The line is uniformly heated along its length and loses no heat through its ends, so the temperature depends only on position in the cross-section. The line conducts heat so much better than the dielectric that it has one temperature across its width. The conductivity $\kappa$ is constant, Fourier's law holds, and the contacts of the film with the line and with the base have no thermal resistance. The upper surface of the film beside the line is insulated. SI units are the natural ones here.

## Solution

### (a) Heat flowing straight down

**The flux.** The given power is a power per length, whereas Fourier's law needs a power per area. Take a piece of line of length $L$. It dissipates the power $P'L$, which enters the dielectric through the area $wL$. The heat flux, counted positive downward, is therefore

$$
q=\frac{P'L}{wL}=\frac{P'}{w}.
$$

The length $L$ has cancelled, as it must for a long uniform line. The numbers give

$$
q=\frac{1\ \text{W/m}}{500\times10^{-9}\ \text{m}}=2.0\times10^{6}\ \text{W/m}^2 .
$$

**The flux is the same at every height.** Let $y$ be the height above the base, so that the base is at $y=0$ and the line at $y=t$. Consider the thin slice of the column between $y$ and $y+dy$. Heat enters it from above at the rate $q(y+dy)\,wL$ and leaves it below at the rate $q(y)\,wL$. Nothing passes through the sides, because spreading is neglected, and no heat is produced in the dielectric. In the steady state the energy of the slice does not change, so the two rates are equal:

$$
q(y+dy)=q(y)\quad\Rightarrow\quad \frac{dq}{dy}=0 .
$$

The flux keeps the value $P'/w$ from the line to the base.

**The temperature profile.** Fourier's law says that the flux in the direction of increasing $y$ is $-\kappa\,dT/dy$. The downward flux has the opposite sign:

$$
q=+\kappa\frac{dT}{dy}.
$$

A positive $q$ thus requires a temperature that increases upward, towards the line. Since $q$ and $\kappa$ are constant, the gradient is constant too:

$$
\frac{dT}{dy}=\frac{q}{\kappa}=\frac{P'}{\kappa w}.
$$

Integration from the base, where $T=T_0$, up to the height $y$ gives a straight line,

$$
T(y)=T_0+\frac{P'}{\kappa w}\,y .
$$

**The rise.** At the line $y=t$, and hence

$$
\boxed{\;\Delta T=T(t)-T_0=\frac{P'\,t}{\kappa\,w}\;}
$$

The gradient has the value

$$
\frac{dT}{dy}=\frac{2.0\times10^{6}\ \text{W/m}^2}{0.3\ \text{W/(m K)}}=6.67\times10^{6}\ \text{K/m},
$$

and over the thickness of the film it produces

$$
\Delta T=6.67\times10^{6}\ \text{K/m}\times500\times10^{-9}\ \text{m}=3.33\ \text{K}.
$$

To two figures the rise is 3.3 K. The gradient is enormous by everyday standards, but it acts over a very short distance.

**Reading the result.** Since $w=t$ here, the two lengths cancel and $\Delta T=P'/\kappa$. The units confirm this: (W/m) divided by W/(m K) is K. A line and film both ten times smaller, with the same power per length, would show the same rise. The flux would then be ten times larger, but it would cross a film ten times thinner.

The result can also be written as $\Delta T=P'R'$, with

$$
R'=\frac{t}{\kappa w}=3.33\ \text{K m/W}.
$$

This is the thermal resistance of the column multiplied by the length of the line. Halving $\kappa$ at fixed dimensions and power doubles the rise. This is the thermal price of an insulator that conducts heat poorly.

**Two of the assumptions are easily relaxed, one at a time.** First, suppose that each unit area of contact has a thermal resistance, and let $r$ be the sum for the two contacts, in m² K/W. The same flux $q$ crosses both contacts and the film, so the temperature drops add:

$$
\Delta T=\frac{qt}{\kappa}+qr=\frac{P'}{w}\left(\frac{t}{\kappa}+r\right).
$$

Contacts may be neglected when $r\ll t/\kappa$. This condition becomes harder to meet as the film is made thinner.

Second, suppose that the contacts are again perfect but that $\kappa$ depends on temperature. The flux is still constant, and integrating $q\,dy=\kappa(T)\,dT$ over the film gives

$$
qt=\int_{T_0}^{T_0+\Delta T}\kappa(T)\,dT=\bar\kappa\,\Delta T ,
$$

where $\bar\kappa$ is the average of $\kappa$ over the temperature interval. The formula then holds with $\bar\kappa$ in place of $\kappa$. For a rise of a few kelvin this matters little, unless $\kappa$ varies strongly over that small interval.

### (b) Spreading cools the line

In a real film no wall stops the heat at the planes below the edges of the line. To compare the two situations, define the dimensionless temperature

$$
\theta=\frac{T-T_0}{\Delta T},
$$

which is 1 on the line and 0 at the base. Let $x$ be the horizontal coordinate across the line. In the steady state, with constant $\kappa$ and no heat sources in the film, $\theta$ obeys

$$
\nabla^2\theta=\frac{\partial^2\theta}{\partial x^2}+\frac{\partial^2\theta}{\partial y^2}=0 .
$$

The equation is linear, so the power is proportional to the rise: $P'=G\,\Delta T$, where $G$ is the heat conductance per length of line. At a given power, a larger $G$ means a cooler line. What has to be shown is that $G$ is larger than its column value $\kappa w/t$.

**The conductance as an integral over the film.** Let $\mathbf n$ be the unit normal pointing out of the dielectric, and $\partial\theta/\partial n$ the derivative along it. At the line, $\mathbf n$ points into the metal. The heat passing from the line into the dielectric runs against $\mathbf n$, so its flux is $+\kappa\,\Delta T\,\partial\theta/\partial n$. Summing over the width of the line and dividing by $\Delta T$ gives

$$
G=\kappa\int_{\text{line}}\frac{\partial\theta}{\partial n}\,ds .
$$

The product rule gives

$$
\nabla\cdot(\theta\nabla\theta)=|\nabla\theta|^2+\theta\,\nabla^2\theta=|\nabla\theta|^2 ,
$$

because $\nabla^2\theta=0$. Integrate this over the cross-section of the film and apply the divergence theorem:

$$
\int|\nabla\theta|^2\,dA=\oint\theta\,\frac{\partial\theta}{\partial n}\,ds .
$$

The boundary has three kinds of parts. At the base $\theta=0$, so it contributes nothing. On insulated surfaces $\partial\theta/\partial n=0$, so they contribute nothing either. On the line $\theta=1$, and what remains is the integral in the expression for $G$. Therefore

$$
G=\kappa\int|\nabla\theta|^2\,dA .
$$

**A lower bound on $G$.** The integrand is nowhere negative. The integral becomes smaller, or stays the same, if we keep only the column beneath the line and only the vertical part of the gradient:

$$
G\ \ge\ \kappa\int_{-w/2}^{w/2}dx\int_0^t\left(\frac{\partial\theta}{\partial y}\right)^2dy .
$$

On each vertical path in the column, $\theta$ rises from 0 to 1, so $\int_0^t(\partial\theta/\partial y)\,dy=1$. A square cannot be negative, and hence

$$
0\le\int_0^t\left(\frac{\partial\theta}{\partial y}-\frac1t\right)^2dy
=\int_0^t\left(\frac{\partial\theta}{\partial y}\right)^2dy-\frac2t\cdot1+\frac{1}{t^2}\cdot t .
$$

The last two terms add up to $-1/t$, so

$$
\int_0^t\left(\frac{\partial\theta}{\partial y}\right)^2dy\ \ge\ \frac1t .
$$

Integrating over the width $w$ gives

$$
G\ge\frac{\kappa w}{t}\quad\Rightarrow\quad \Delta T=\frac{P'}{G}\le\frac{P't}{\kappa w}.
$$

**Equality is impossible in an open film.** It would require that nothing was lost in either step. The gradient would have to vanish everywhere outside the column, so that $\theta$ would keep its base value 0 there. Inside the column, $\theta$ would have to equal $y/t$. The temperature would then jump at the planes below the line edges, which a conducting medium does not allow. Spreading therefore makes the line strictly cooler, and 3.33 K is an upper bound on the rise.

The bound rests on the assumptions about the base and the contacts. If the base itself warms up enough, or if the contact resistance is comparable with $t/\kappa=1.7\times10^{-6}$ m² K/W, the line can be hotter than $T_0+3.33$ K. A contact resistance much smaller than $t/\kappa$ raises the line only slightly.

### (c) The size of the error

**What it depends on.** Measure all lengths in units of $t$. Each component of $\nabla\theta$ then acquires a factor $1/t$, so $|\nabla\theta|^2$ acquires $1/t^2$, while the area element acquires $t^2$. The factors cancel in $\int|\nabla\theta|^2dA$. For a thin line on a wide film, $G/\kappa$ is thus a function of the ratio $w/t$ alone. The same is true of the factor by which the column formula overestimates the rise,

$$
F=\frac{\Delta T_{\text{column}}}{\Delta T_{\text{spread}}}=\frac{G}{\kappa w/t}.
$$

**Values.** The two-dimensional equation $\nabla^2\theta=0$ was solved on a grid for a line of negligible height on a wide film. The resulting conductances agree to within 0.3 % with the closed expression for a thin strip in terms of elliptic integrals. When insulating walls are placed below the line edges, the same grid method returns the 3.33 K of part (a). The overestimates are:

| $w/t$ | $F$ |
|---|---|
| 1 | 1.88 |
| 4 | 1.22 |
| 10 | 1.09 |

For the line of this problem, $w/t=1$ and the rise with spreading is 1.78 K. The column value of 3.33 K is 88 % too high, relative to the rise with spreading. It has the right order of magnitude and errs on the cautious side, but for a single line on a wide film not even its first digit is right.

**Where the heat goes.** With spreading, 41 % of the heat reaches the base directly beneath the line, and the other 59 % arrives further out. It helps to compare the two situations at the same line temperature. The total flow with spreading is then 1.88 times the column flow. Of this,

$$
0.41\times1.88=0.77
$$

column flows arrive beneath the line, and $0.59\times1.88\approx1.1$ arrive beside it. The base beneath the line receives less than it would in the walled column, because heat leaks out sideways on the way down. The film beside the line more than makes up for this, since it offers additional paths to the base.

**Wide lines.** If $w\gg t$, the middle of the line does not feel its edges, and the heat there flows straight down as in part (a). Spreading is confined to a region near each edge whose size is set by $t$, the one length left in the problem there. The two edges together then add a fixed amount to $G/\kappa$, a pure number $c$:

$$
G\approx\kappa\left(\frac wt+c\right),\qquad F\approx1+c\,\frac tw .
$$

The table allows a check, since $c\approx(F-1)\,w/t$:

$$
0.88\times1=0.88,\qquad 0.22\times4=0.88,\qquad 0.09\times10=0.9 .
$$

The three values agree within the rounding of $F$. The argument was made for wide lines, but the numbers show that it still works at $w=t$. With $c\approx0.9$, an overestimate below 10 % requires $0.9\,t/w<0.1$, that is, a line more than about nine times as wide as the film is thick. This rule and the table hold for a film whose upper surface is insulated. A line buried in dielectric also loses heat from its upper face. The column value is then still an upper bound, but the overestimate is larger: for a thin line covered by a thick layer of the same dielectric, $F$ is about 3 at $w=t$ and about 1.3 at $w=9t$.

The approximate form also shows what happens when a line is made narrower, as long as $w$ does not fall below $t$. The column formula predicts that halving $w$ at fixed $P'$ doubles the rise. With spreading the rise grows by a smaller factor, because the edge term $c$ stays the same while $w/t$ is halved. For $w\ll t$ the approximate form must not be used: the two edges are then too close together to act separately, and their contribution is no longer a fixed number.

### (d) Many parallel lines

Far from its ends, the row can be treated as endless. Place a vertical plane midway between each pair of neighbouring lines. The endless arrangement is its own mirror image in such a plane, so heat has no reason to cross it in one direction rather than the other. The flux through it is zero, and each line has to itself a cell of film of width $p$ with insulated sides.

**Upper value.** The argument of part (b) used insulated outer surfaces but made no assumption about their distance. It applies to the cell as it stands, and gives $\Delta T\le P't/(\kappa w)$.

**Lower value.** In the steady state, the whole power $P'$ must pass down through every horizontal plane of the cell, since the sides and the free upper surface let nothing out:

$$
\int_{-p/2}^{p/2}\kappa\,\frac{\partial T}{\partial y}\,dx=P'\qquad(0<y<t).
$$

Integrate this over $y$ from 0 to $t$. On the left, the integral of $\partial T/\partial y$ is the temperature difference between the top and the base of the film. On the right, $P'$ is constant:

$$
\kappa\int_{-p/2}^{p/2}\left[T(x,t)-T_0\right]dx=P't .
$$

The line is the hottest place in the cell. Heat flows from hot to cold, and a hotter spot elsewhere would need a source of its own to stay hot. Hence $T(x,t)-T_0\le\Delta T$ along the whole upper surface, and the integral is at most $p\,\Delta T$. This gives $\kappa p\,\Delta T\ge P't$. Together the two results read

$$
\frac{P't}{\kappa p}\ \le\ \Delta T\ \le\ \frac{P't}{\kappa w}.
$$

The lower value is what one would find if the power were spread evenly over the whole surface. For lines separated by gaps as wide as themselves, $p=2w$, and the rise lies between $3.33/2=1.67$ K and 3.33 K. The lower value is not always the best one available. The insulated cell walls only remove paths to the base, so a line in the row cannot be cooler than the single line of part (c), and here that gives the tighter lower value of 1.78 K.

As the gaps close, $p\to w$ and the two limits meet at the column formula. Besides the single wide line of part (c), a row with narrow gaps is thus a second situation in which spreading may be neglected. The two limits differ by the factor $p/w$, so the column formula overestimates the rise by at most that factor. If the neighbours carry no current, the mirror argument fails. The film beneath them is then free to carry heat away, and the lower limit is no longer guaranteed: for narrow gaps the rise falls below it. The same holds for the lines at the ends of the row, which have a heated neighbour on one side only.

The main values for parts (a) and (c) are collected in the numerical output that follows.

## Table of computed values

```
Power per length of line: 1.0 W/m
Dielectric conductivity: 0.3 W/(m K)
Line width: 500 nm
Dielectric thickness: 500 nm
Heat flux under the line: 2.00e+06 W/m^2
Temperature gradient: 6.667e+06 K/m
Column resistance times length: 3.333 K m/W
Rise without spreading, formula: 3.333 K
Rise without spreading, grid solution: 3.333 K
Rise with spreading, grid solution: 1.78 K
Share of heat reaching base beneath line: 41 %
Column rise / rise with spreading, w/t = 1: 1.88
Column rise / rise with spreading, w/t = 4: 1.22
Column rise / rise with spreading, w/t = 10: 1.09
```
